\section*{The entropy of a low-temperature step from monotone staircases}

\section{A step with many equal shapes}

If only bonds between nearest neighbours cost energy, a crystal step that crosses 400 atomic columns while rising 400 rows can be drawn in about $e^{550}$ ways without breaking one bond more than necessary. The logarithm of this number is 550.2562, or 1.376 per column. The energy does not choose among these shapes, so the step keeps an entropy close to $1.4k$ per column even when $kT$ is far below the energy of a kink. What fixes this number, and how does it depend on the direction of the step?

Take a square lattice with bonds between nearest neighbours. The step is the boundary between a filled region below and an empty region above. Column $i$ is filled up to height $h_i$, with $i=1,\dots,L$, and the jump into it is $n_i=h_i-h_{i-1}$. The ends are fixed at $h_0=0$ and $h_L=H$, and the slope is $m=H/L>0$. Heights and column numbers are counted in lattice units, and the column width $a$ enters when a length is needed.

Let $\varepsilon$ be the step energy per broken bond. Each column has one broken vertical bond at its top, and a jump $n_i$ exposes $|n_i|$ horizontal bonds. Hence
\begin{equation}
E=\varepsilon\Bigl(L+\sum_{i=1}^{L}|n_i|\Bigr)\ \ge\ \varepsilon(L+H),
\label{energy}
\end{equation}
because $\sum|n_i|\ge\sum n_i=H$. Equality holds when no jump is negative. A path with an overhang is longer still, since it needs more than $L$ horizontal edges. The lowest-energy shapes are therefore the monotone staircases, all with the same energy. A single kink on a flat step costs $\varepsilon$.

The claim is that for large $L$ their entropy per column is
\begin{equation}
s(m)=k\bigl[(1+m)\ln(1+m)-m\ln m\bigr].
\label{result}
\end{equation}
The algebra holds in atomic units, with $k$ kept so that $T$ is in kelvin. Numbers are given in eV and nm.

\section{First derivation: counting with fixed ends}

Write a staircase as a sequence of symbols: U for a rise by one row and R for the top of a column. There are $H$ letters U and $L$ letters R. The jump comes before its column, so the last letter is R. The other $L+H-1$ places hold the $H$ letters U in any order:
\begin{equation}
N=\binom{L+H-1}{H}=\frac{L}{L+H}\,\frac{(L+H)!}{L!\,H!}.
\label{count}
\end{equation}
Stirling's formula is $\ln n!=n\ln n-n+\tfrac12\ln(2\pi n)+O(1/n)$. In the ratio of factorials the linear terms cancel, since $-(L+H)+L+H=0$. The leading terms, with $H=mL$, are
\begin{align}
&(L+H)\ln(L+H)-L\ln L-H\ln H\nonumber\\
&=(1+m)L[\ln L+\ln(1+m)]-L\ln L-mL[\ln L+\ln m]\nonumber\\
&=L\bigl[(1+m)\ln(1+m)-m\ln m\bigr].
\end{align}
The coefficients of $L\ln L$ add to $(1+m)-1-m=0$, so the entropy is proportional to length. The square-root terms and the prefactor $L/(L+H)=1/(1+m)$ give
\begin{equation}
\frac12\ln\frac{1+m}{2\pi mL}-\ln(1+m)
=-\frac12\ln[2\pi L\,m(1+m)].
\end{equation}
Together,
\begin{equation}
\ln N=\frac{L\,s(m)}{k}-\frac12\ln[2\pi L\,m(1+m)]+O(1/L).
\label{finite}
\end{equation}
Division by $L$ removes the logarithm as $L\to\infty$ and leaves \eqref{result}.

For $L=H=400$, $s(1)/k=2\ln2=1.38629$. The leading term is $800\ln2=554.518$, and the logarithmic term is $-\tfrac12\ln(5026.5)=-4.261$. Their sum, 550.257, agrees with the direct count of 550.2562. The gap between 1.376 and 1.386 per column is thus an effect of finite length.

Two properties can be read from \eqref{result}. For $m\ll1$, $s\simeq km(1-\ln m)$, which is the entropy of a few kinks placed freely among many columns. Exchanging rows and columns turns $m$ into $1/m$ and leaves the total entropy unchanged, so $s(m)=m\,s(1/m)$. The values $s(2)=1.90954k$ and $s(1/2)=0.95477k$ show the factor of 2.

\section{Second derivation: independent columns}

Now release the far end and control the slope on average. Give each jump $n\ge0$ a weight $u^n$ with $0<u<1$. The columns are then independent, with
\begin{equation}
z=\sum_{n=0}^{\infty}u^n=\frac1{1-u},\qquad p_n=(1-u)u^n.
\end{equation}
Since $u\,d/du$ brings down a factor $n$, the mean jump is
\begin{equation}
m=u\frac{d\ln z}{du}=\frac{u}{1-u}
\quad\Rightarrow\quad u=\frac{m}{1+m},\quad 1-u=\frac1{1+m}.
\end{equation}
The entropy of one column follows from its probabilities:
\begin{align}
-k\sum_n p_n\ln p_n&=-k[\ln(1-u)+m\ln u]\nonumber\\
&=k[\ln(1+m)-m\ln m+m\ln(1+m)],
\end{align}
which is \eqref{result}. Applying $u\,d/du$ once more gives the variance of a jump,
\begin{equation}
\sigma^2=u\frac{d}{du}\frac{u}{1-u}=\frac{u}{(1-u)^2}=m(1+m).
\label{variance}
\end{equation}

It remains to connect this entropy with the number of staircases at fixed $H$. Every staircase ending at $H$ has the same probability $(1-u)^Lu^H$, so the probability of ending there is $P(H)=N(1-u)^Lu^H$. Solving for $N$,
\begin{equation}
\ln N=-L\ln(1-u)-H\ln u+\ln P(H)=\frac{L\,s(m)}{k}+\ln P(H).
\end{equation}
The end height is a sum of $L$ independent jumps. For large $L$ its distribution near the mean is Gaussian with variance $L\sigma^2$, so $P(mL)\simeq[2\pi Lm(1+m)]^{-1/2}$. This reproduces the logarithm in \eqref{finite} and gives its meaning: it is the price of making the free end land on one chosen row.

\section{Stiffness and wandering}

The free energy per column is
\begin{equation}
f(m)=\varepsilon(1+m)-Ts(m).
\end{equation}
From $s'=k[\ln(1+m)-\ln m]$ and $s''=k[1/(1+m)-1/m]=-k/[m(1+m)]$,
\begin{equation}
f''(m)=\frac{kT}{m(1+m)}.
\end{equation}
The bond energy is linear in $m$ and drops out. The resistance to bending is thus purely entropic in this model.

By \eqref{variance} this is $f''=kT/\sigma^2$, which holds for any independent columns. Their free energy is $f=-kT(\ln z-m\ln u)$ plus terms at most linear in $m$, with $m=u\,d\ln z/du$. In $f'$ the terms with $du/dm$ cancel and leave $kT\ln u$ plus a constant. Hence $f''=kT\,d\ln u/dm=kT/(u\,dm/du)=kT/\sigma^2$.

Let $\theta$ be the angle of the step, $m=\tan\theta$. A column of width $a$ contains a step length $a/\cos\theta$, so the line tension is $\gamma=f(\tan\theta)\cos\theta/a$. Using $dm/d\theta=1/\cos^2\theta$,
\begin{align}
a\gamma'&=\frac{f'}{\cos\theta}-f\sin\theta,\\
a\gamma''&=\frac{f''}{\cos^3\theta}+\frac{f'\sin\theta}{\cos^2\theta}
-\frac{f'\sin\theta}{\cos^2\theta}-f\cos\theta .
\end{align}
The terms in $f'$ cancel, and adding $a\gamma=f\cos\theta$ removes the last one. The stiffness is
\begin{equation}
\tilde\beta=\gamma+\gamma''=\frac{(1+m^2)^{3/2}f''}{a}
=\frac{kT}{a}\frac{(1+m^2)^{3/2}}{m(1+m)}.
\label{stiff}
\end{equation}

For $a=0.255$ nm, $\varepsilon=0.13$ eV and $T=320$ K, $kT=0.02758$ eV. At $m=1$ the bonds cost $0.260$ eV per column and the entropy returns $1.386\times0.02758=0.038$ eV, leaving $f=0.222$ eV. The stiffness is $\sqrt2\times0.02758/0.255=0.153$ eV/nm, or $0.0153$ eV/\AA.

The same variance governs wandering. Pin both ends and let the midpoint deviate by $\delta$ rows from the mean line. Each half has $L/2$ columns and height variance $L\sigma^2/2$. One half must gain $\delta$ and the other lose it, so the two Gaussian factors multiply:
\begin{equation}
P(\delta)\propto\Bigl[e^{-\delta^2/(L\sigma^2)}\Bigr]^2
=e^{-2\delta^2/(L\sigma^2)},\quad
\langle\delta^2\rangle=\frac{L\,m(1+m)}4 .
\end{equation}
For $L=400$ and $m=1$ this is 200, a vertical deviation of $14.1a$. The component normal to the step is smaller by $\cos45^\circ$, which gives $10a=2.55$ nm on a step 144 nm long.

\section{What each derivation assumes}

The first derivation fixes both ends and uses no probabilities. It needs equal energies, so that entropy is the logarithm of a number, and it needs $L$ and $H$ large for Stirling's formula. The second fixes only the mean slope. It needs weights that factor into columns, and a long step for the fixed-end and free-end entropies per column to agree. It does not need equal energies, because any energy depending on one jump can be put into $z$. Counting, in turn, can treat overhangs, which a single jump per column cannot describe.

Both derivations of \eqref{result} share two physical assumptions: backward moves are absent, and nothing distinguishes one staircase from another. Each can be relaxed with the method suited to it.

\subsection{Backward moves}

The cheapest excited paths have two extra edges. They contain either one downward edge or one edge running backward under an overhang. Let the path have a vertical segment at both ends, giving $L+1$ risers and $\binom{L+H}{L}$ shortest paths. This changes $N$ by the factor $1+m$, which does not affect the entropy per column at large $L$.

For a downward edge, choose the riser equal to $-1$ in $L+1$ ways. The other $L$ risers share $H+1$ rises in $\binom{L+H}{L-1}$ ways. Relative to the shortest paths, the number is
\begin{equation}
(L+1)\binom{L+H}{L-1}\Big/\binom{L+H}{L}=\frac{L(L+1)}{H+1}.
\end{equation}
Exchanging rows and columns gives $H(H+1)/(L+1)$ for overhangs. For $L=H=1$ the two ratios sum to 2: there are two shortest paths and four with two extra edges.

For a long step the ratios become $L/m$ and $Lm^2$. Each excitation has weight $q^2$, with $q=e^{-\varepsilon/kT}$. If excitations are dilute and independent, summing over their number gives a factor $\exp[Lq^2(1/m+m^2)]$. To leading order,
\begin{equation}
-\frac{\Delta f}{kT}=q^2\Bigl(\frac1m+m^2\Bigr).
\label{back}
\end{equation}
Here $q=0.00897$, so the shift at $m=1$ is $1.6\times10^{-4}$ per column. Since $S=-\partial f/\partial T$ and $\partial q^2/\partial T=2\varepsilon q^2/(kT^2)$, the entropy shift is larger than this by a factor $1+2\varepsilon/kT=10.4$, but still small.

At small slope the term $1/m$ grows and the expansion fails. For $m,q\ll1$ one can keep only jumps of $0$ and $\pm1$. With the bond energy of the shortest path taken out, jumps of $+1$ and $-1$ have weights $u$ and $q^2/u$, and $z\simeq1$. Up and down kinks then have densities $p_+\simeq u$ and $p_-\simeq q^2/u$, so $p_+p_-=q^2$ and $p_+-p_-=m$. Therefore
\begin{equation}
\sigma^2\simeq p_++p_-=\sqrt{m^2+4q^2},\qquad
\tilde\beta\simeq\frac{kT}{a\sqrt{m^2+4q^2}} .
\end{equation}
The stiffness stays finite at $m=0$, while \eqref{stiff} diverges. The crossover lies near $m=2q\simeq0.02$. At $m=0.005$, summing over all up and down jumps gives 5.7 eV/nm, against 21.5 eV/nm from \eqref{stiff}, and an entropy of $0.105k$ instead of $0.032k$. At $m=0.2$ the two stiffnesses differ by about 0.5 percent. These sums omit overhangs. Equation \eqref{back} cannot justify this where it fails, but the exact interface free energy of the square-lattice Ising model, which includes overhangs, gives the same values to the digits shown.

\subsection{Energies that distinguish staircases}

Add a cost $b$ for each broken diagonal bond, as for attraction between second neighbours. Consider two adjacent columns with tops $h$ and $h+n$, $n\ge0$. A rising diagonal joins level $y$ on the left to $y+1$ on the right. Its ends are filled for $y\le h$ and $y\le h+n-1$, so $|n-1|$ such bonds are broken. For falling diagonals the same comparison gives $n+1$. The sum is $2n$ for $n\ge1$, but 2 for $n=0$. A staircase therefore breaks $2H$ diagonal bonds plus 2 for every flat column. At fixed $L$ and $H$, each kinked column is favoured by $c=2b$.

With $w=e^{c/kT}$, the second method gives
\begin{equation}
z=1+\frac{wu}{1-u},\qquad m=\frac{wu}{(1-u)(1-u+wu)} .
\end{equation}
At $m=1$ the condition becomes $wu=(1-u)^2+wu(1-u)$, or $wu^2=(1-u)^2$, so $u=1/(1+\sqrt w)$. The variance is $\sigma^2=u\,dm/du$, and since $m=1$ this equals $u\,d\ln m/du$:
\begin{equation}
\sigma^2=\frac1{1-u}-\frac{(w-1)u}{1-u+wu}
=\frac{1+\sqrt w}{\sqrt w}-\frac{\sqrt w-1}{\sqrt w}=\frac2{\sqrt w}.
\end{equation}
The extra energy adds to $f$ only terms linear in $m$ besides those contained in $z$, so $f''=kT/\sigma^2$ still holds. The stiffness at $45^\circ$ is multiplied by $\sqrt w=e^{c/2kT}$.

For $c=0.03$ eV, $w=2.968$ and the factor is 1.72: the stiffness rises from 0.153 to 0.264 eV/nm. The entropy falls only from $1.386k$ to $1.315k$, or 5 percent. The contrast has a simple origin. At given mean slope the geometric distribution $p_n$ maximizes the entropy, since any other distribution $r_n$ with the same mean obeys $-\sum r_n\ln r_n\le-\sum r_n\ln p_n=s(m)/k$. A small $c/kT$ therefore changes the entropy at second order, whereas it changes the variance at first order.

The opposite limit, $c\gg kT$, selects staircases with as many kinked columns as possible. For $m<1$ these have $H$ unit jumps placed among $L$ columns, in $\binom LH$ ways. For $m>1$ every column rises at least once and the remaining $H-L$ rises are distributed freely, which gives $s(m-1)$. Thus
\begin{equation}
\frac{S}{kL}\to
\begin{cases}
-m\ln m-(1-m)\ln(1-m),&m<1,\\
m\ln m-(m-1)\ln(m-1),&m>1.
\end{cases}
\end{equation}
The values are 0.693 at $m=1/2$ and 1.386 at $m=2$, instead of 0.955 and 1.910. At $m=1$ the entropy vanishes. With any fixed $c>0$, this is the true limit $T\to0$. Equation \eqref{result} describes the window $|c|\ll kT\ll\varepsilon$, with $m$ well above $q$ and well below $1/q$. The margin must be generous: with the parameters used here and $c=0$, the entropy \eqref{result} is still 9 percent too low and the stiffness \eqref{stiff} 8 percent too high at $m=5q$, and 3 and 2 percent at $m=10q$ or $m=1/(10q)$.

\section{Steps on Cu(001)}

The parameters lie in the regime of close-packed steps on Cu(001), where $m=1$ is the step at $45^\circ$ to the close-packed row. The values of $a$ and $\varepsilon$ are rough typical ones, and 320 K is slightly above room temperature. The nearest-neighbour model uses the same $\varepsilon$ for a unit of straight step and for a kink. In a metal these two energies can differ, so the free energy of 0.222 eV per column is a value of the model and not a prediction for copper. The stiffness \eqref{stiff} does not contain $\varepsilon$. The value of $c$ is a round model choice, not a measured quantity. With this choice $c/kT=1.09$, which lies outside the window of \eqref{result}; the value of $c$ for the real surface is not determined here. Reported step-fluctuation measurements on Cu(001) give stiffnesses near $45^\circ$ roughly four times the nearest-neighbour value. If this were ascribed to diagonal bonds alone, it would need $c=2kT\ln4\approx0.076$ eV, with an entropy near $1.0k$ at $m=1$. Neither 0.153 nor 0.264 eV/nm should therefore be read as the stiffness of copper. Within the model, neglecting $c$ makes the $45^\circ$ stiffness too low by 42 percent of the value that includes it, whereas neglecting backward moves barely matters there. For $\sqrt w$ to stay within 10 percent of one at this temperature, $c$ would have to be below about 0.005 eV. The step is also taken as isolated: repulsion from neighbouring steps, elasticity and changes in atomic vibrations at kinks are left out, and their size is not estimated here. The numerical output lists the effects of downward jumps and of diagonal bonds separately for slopes from 0.005 to 2. Its values for backward kinks omit overhangs, whose term in \eqref{back} is $m^3$ times that of downward jumps and therefore dominates at $m=2$.

\section*{Table of computed values}
\begin{verbatim}
column width a = 0.255 nm
bond energy eps = 0.130 eV
diagonal-bond preference c = 0.030 eV
temperature T = 320 K
thermal energy kT = 0.02758 eV
eps/kT = 4.714 (no unit)
c/kT = 1.088 (no unit)
q = exp(-eps/kT) = 0.00897 (no unit)
w = exp(c/kT) = 2.968 (no unit)
Slope m = 1, simple staircase formula:
entropy per column = 1.38629 k
entropy per column = 1.1946e-04 eV/K
T times entropy per column = 0.03823 eV
bond energy per column = 0.26000 eV
free energy per column = 0.22177 eV
stiffness = 0.1529 eV/nm
stiffness = 0.01529 eV/angstrom
columns in finite step = 400 (count)
ln(number of staircases) = 550.2562 (no unit)
ln(number) per column = 1.37564 (no unit)
end-to-end length = 144.2 nm
rms midpoint wander normal to step = 2.547 nm
Neglected effects at m = 1:
backward moves and overhangs, -f/kT shift = 1.608e-04 per column
entropy with diagonal-bond energy = 1.31497 k
entropy change from it = -5.1 percent
stiffness with it = 0.2635 eV/nm
stiffness ratio to simple formula = 1.723 (no unit)
Entropy per column in k: simple, backward kinks, diagonal bonds
m = 0.005: 0.03150, 0.10502, 0.03150
m = 0.050: 0.20102, 0.21730, 0.20032
m = 0.200: 0.54067, 0.54486, 0.53140
m = 0.500: 0.95477, 0.95645, 0.91669
m = 1.000: 1.38629, 1.38713, 1.31497
m = 2.000: 1.90954, 1.90996, 1.83337
Stiffness in eV/nm: simple, backward kinks, diagonal bonds
m = 0.005: 21.5210, 5.7017, 21.6637
m = 0.050: 2.0675, 1.9401, 2.2043
m = 0.200: 0.4779, 0.4756, 0.6013
m = 0.500: 0.2015, 0.2013, 0.3145
m = 1.000: 0.1529, 0.1529, 0.2635
m = 2.000: 0.2015, 0.2015, 0.3145
Entropy in k for c much larger than kT:
m = 0.5: 0.69315; m = 2: 1.38629
\end{verbatim}
